# Stability limit of linear density mixing for a model metal slab: a program that tests the result

```python
# Result under test (Rydberg atomic units, hbar^2/2m = 1, e^2 = 2, T = 0, unpolarized):
# linear mixing n <- n + alpha (F[n] - n) of the Kohn-Sham map F is locally stable for
# 0 < alpha*lam < 2, lam = eigenvalues of eps = 1 - chi_s f_Hxc = 1 + X f, X = -chi_s.
# Model: hard-wall slab 0<z<L, planar densities, v_ext chosen so the flat box is
# self-consistent; mu = kF^2, x = kF L/pi, M = floor(x) occupied subbands,
# s = (x^2-M^2)/(2M+1), S = M-1+s, c = 4L/pi^2, sigma = pi^2/8-1, D = kF/(2 pi^2).
# Hartree: 1+cS <= lam_max <= 1+c[S+sigma/(S-2 sigma M)] for M >= 6.
# With LDA: alpha_c = 2/lam_max ~ 2/(1 + cS + D f_xc).
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc
from pyscf.dft import libxc

pi = np.pi
kF = 1.0
bohr_A = pc['Bohr radius'][0] * 1e10
sigma = pi**2 / 8 - 1
norm = np.linalg.norm


def lda(n, name='LDA_X,LDA_C_PW'):
    out = libxc.eval_xc(name, np.atleast_1d(np.asarray(n, float)), spin=0, deriv=2)
    return 2 * np.asarray(out[1][0]).ravel(), 2 * np.asarray(out[2][0]).ravel()


class Slab:
    def __init__(self, L, intervals):
        self.L, self.h = L, L / intervals
        k = np.arange(1, intervals)
        self.z = k * self.h
        self.phi = np.sqrt(2 / L) * np.sin(np.outer(self.z, k) * pi / L)
        self.eps = (k * pi / L)**2
        self.T = self.h * (self.phi * self.eps) @ self.phi.T
        occ = np.clip(kF**2 - self.eps, 0, None) / (2 * pi)
        self.M = M = int(np.sum(occ > 0))
        self.Ne = occ.sum()
        self.n0 = self.phi**2 @ occ
        self.fH = -4 * pi * np.abs(self.z[:, None] - self.z[None, :]) * self.h
        vxc, self.fxc = lda(self.n0)
        self.vext = -self.fH @ self.n0 - vxc
        X = np.zeros_like(self.T)
        for i in range(M):
            P = self.phi[:, [i]] * self.phi[:, i + 1:]
            g = 2 * (occ[i] - occ[i + 1:]) / (self.eps[i + 1:] - self.eps[i])
            X += self.h * (P * g) @ P.T
        R = self.phi[:, :M]**2
        X += self.h / (2 * pi) * (R @ R.T - np.outer(R.sum(1), R.sum(1)) / M)
        self.X = X
        w, V = np.linalg.eigh(X)
        assert w.min() > -1e-12 * w.max()
        w = np.where(w > 1e-12 * w.max(), w, 0.0)
        self.Xh = (V * np.sqrt(w)) @ V.T
        self.f = self.fH + np.diag(self.fxc)
        self.x = kF * L / pi
        self.s = (self.x**2 - M**2) / (2 * M + 1)
        self.S = M - 1 + self.s
        self.c = 4 * L / pi**2

    def ks_map(self, n):
        v = self.vext + self.fH @ n + lda(n)[0]
        e, U = np.linalg.eigh(self.T + np.diag(v))
        mu = (2 * pi * self.Ne + np.cumsum(e)) / np.arange(1, len(e) + 1)
        m = int(np.sum(mu > e))
        return U[:, :m]**2 @ (mu[m - 1] - e[:m]) / (2 * pi * self.h)

    def spectrum(self, f):
        a, Y = np.linalg.eigh(self.Xh @ f @ self.Xh)
        return 1 + a, Y

    def generic_error(self, amp):
        t = pi * self.z / self.L
        e = self.n0 * (np.cos(t) + 0.5 * np.cos(2 * t) + 0.3 * np.cos(5 * t))
        return amp * (e - self.n0 * e.sum() / self.n0.sum())

    def iterate(self, e0, alpha, steps):
        n, errs = self.n0 + e0, [e0]
        for _ in range(steps):
            n = n + alpha * (self.ks_map(n) - n)
            errs.append(n - self.n0)
        return errs

    def Xcos(self, m, mp):
        w = lambda q: np.sqrt(2 / self.L) * np.cos(q * pi * self.z / self.L)
        return self.h * w(m) @ self.X @ w(mp)


# bulk quantities
nb = kF**3 / (3 * pi**2)
D = kF / (2 * pi**2)
dens = lambda mu: mu**1.5 / (3 * pi**2)
assert abs((dens(kF**2 + 1e-5) - dens(kF**2 - 1e-5)) / 2e-5 - D) < 1e-9
kTF2 = 8 * pi * D
Dfx, Dfxc = D * lda(nb, 'slater,')[1][0], D * lda(nb)[1][0]
assert abs(Dfx + 1 / (pi * kF)) < 1e-8
print(f"kF = {kF:.3f} 1/bohr, mu = {kF**2:.3f} Ry, n_bulk = {nb:.5f} bohr^-3")
print(f"rs = {(3/(4*pi*nb))**(1/3):.4f} bohr, D = {D:.5f} 1/(Ry bohr^3)")
print(f"kTF^2 = {kTF2:.5f} bohr^-2, kTF = {np.sqrt(kTF2):.5f} 1/bohr, sigma = {sigma:.5f}")
print(f"f_xc(n_bulk) = {Dfxc/D:.4f} Ry bohr^3, D f_x = {Dfx:.4f}, D f_xc = {Dfxc:.4f}")

# matrix elements, bounds and closed formula for three thicknesses
slabs = {}
for L, npts in [(20.0, 128), (40.0, 192), (80.0, 256)]:
    sl = slabs[L] = Slab(L, npts)
    M, S, c, unit = sl.M, sl.S, sl.c, 1 / (2 * pi * L)
    assert norm(sl.ks_map(sl.n0) - sl.n0) < 1e-9 * norm(sl.n0)
    assert norm(sl.X @ np.ones_like(sl.z)) < 1e-10
    assert abs(sl.Xcos(1, 1) / unit - S) < 1e-9
    for j in range(1, M + 3):
        sj = 1.0 if j < M else (sl.s if j == M else 0.0)
        assert abs(sl.Xcos(1, 2 * j + 1) / unit + sj) < 1e-9
        assert abs(sl.Xcos(1, 2 * j) / unit) < 1e-9
    assert all(sl.Xcos(m, m) <= 2 * M * unit for m in range(1, 80))
    assert abs(S - (sl.x - 1)) <= 1 / (4 * (2 * M + 1))
    lamH, YH = sl.spectrum(sl.fH)
    lo, hi = 1 + c * S, 1 + c * (S + sigma / (S - 2 * sigma * M))
    assert lo <= lamH[-1] <= hi
    assert lamH[-2] - 1 <= pi**2 * M * c / 12 < c * S
    u = sl.Xh @ YH[:, -1]
    assert norm(u + u[::-1]) < 1e-6 * norm(u)
    lam, Y = sl.spectrum(sl.f)
    shift1 = (lamH[-1] - 1) * (u @ (sl.fxc * u)) / (u @ sl.fH @ u)
    b = sl.Xh @ (sl.fxc * u) - shift1 * YH[:, -1]
    rest = lam[-1] - lamH[-1] - shift1
    assert sl.fxc.max() < 0
    assert -1e-9 <= rest <= b @ b / (lamH[-1] + shift1 - lamH[-2]) + 1e-9
    assert abs(shift1 / Dfxc - 1) < 1.5 / sl.x
    formula = lo + Dfxc
    assert abs(formula / lam[-1] - 1) < (hi - lo + 1.5 * abs(Dfxc) / sl.x) / lam[-1]
    assert abs(lam[-1] / (kTF2 * L**2 / pi**2) - 1) < 1.1 / sl.x
    assert lam[0] > 0
    print(f"--- L = {L:.0f} bohr ({L*bohr_A:.2f} A), grid intervals {npts}")
    print(f"x = {sl.x:.4f}, M = {M}, s = {sl.s:.4f}, S = {S:.4f}, c = {c:.4f}")
    print(f"(kTF L/pi)^2 = {kTF2*L**2/pi**2:.3f}, cS = {c*S:.3f}, Ne = {sl.Ne:.4f} bohr^-2")
    print(f"Hartree lam_max: lower {lo:.3f}, exact {lamH[-1]:.3f}, upper {hi:.3f}")
    print(f"Hartree 2nd lam = {lamH[-2]:.3f}; LDA shift 1st order {shift1:.4f}, rest {rest:.5f}")
    print(f"LDA lam_max: exact {lam[-1]:.3f}, formula {formula:.3f}; lam_min = {lam[0]:.4f}")
    print(f"alpha_c: exact {2/lam[-1]:.6f}, formula {2/formula:.6f}, "
          f"limit {2*pi**2/(kTF2*L**2):.6f}")

# Jacobian of the nonlinear map by central differences
sl = slabs[20.0]
lam, Y = sl.spectrum(sl.f)
J = np.zeros_like(sl.X)
for k in range(len(sl.z)):
    d = np.zeros_like(sl.z)
    d[k] = 1e-3 * sl.n0[k]
    J[:, k] = (sl.ks_map(sl.n0 + d) - sl.ks_map(sl.n0 - d)) / (2 * d[k])
chif = -sl.X @ sl.f
assert np.abs(J - chif).max() < 1e-4 * np.abs(chif).max()
assert np.abs(np.linalg.eigvals(chif).imag).max() < 1e-5
lam_fd = np.sort(1 - np.linalg.eigvals(J).real)
assert abs(lam_fd[-1] / lam[-1] - 1) < 1e-5 and abs(lam_fd[0] - lam[0]) < 1e-3
print("--- iterations of the nonlinear map, L = 20 bohr")
print(f"finite-difference Jacobian: lam_max = {lam_fd[-1]:.4f}, lam_min = {lam_fd[0]:.4f}")

ac = 2 / lam[-1]
er = sl.iterate(sl.generic_error(1e-7), 1.02 * ac, 120)
ratio = er[-1] @ er[-2] / (er[-2] @ er[-2])
assert abs(ratio - (1 - 1.02 * ac * lam[-1])) < 1e-3 and norm(er[-1]) > 5 * norm(er[0])
print(f"alpha = 1.02 alpha_c = {1.02*ac:.5f}: step factor {ratio:.4f}, "
      f"|e120|/|e0| = {norm(er[-1])/norm(er[0]):.2f}")
er = sl.iterate(sl.generic_error(1e-7), 0.98 * ac, 120)
assert norm(er[-1]) < 0.1 * norm(er[0])
print(f"alpha = 0.98 alpha_c = {0.98*ac:.5f}: |e120|/|e0| = {norm(er[-1])/norm(er[0]):.4f}")

scaled = lambda u: u / np.abs(u / sl.n0).max()
umax, umin = scaled(sl.Xh @ Y[:, -1]), scaled(sl.Xh @ Y[:, 0])
aopt, rho = 2 / (lam[0] + lam[-1]), (lam[-1] - lam[0]) / (lam[-1] + lam[0])
er = sl.iterate(1e-5 * (umax + umin), aopt, 40)
rho_it = (norm(er[-1]) / norm(er[0]))**(1 / 40)
assert abs(rho_it - rho) < 1e-4
print(f"alpha_opt = {aopt:.5f}: rate formula {rho:.5f}, iterated {rho_it:.5f}, "
      f"steps per decade {-1/np.log10(rho):.1f}")

er = sl.iterate(1e-7 * umax, 1.0, 1)
r1 = er[1] @ er[0] / (er[0] @ er[0])
assert abs(r1 / (1 - lam[-1]) - 1) < 1e-4
print(f"alpha = 1: first step factor {r1:.3f}, 1 - lam_max = {1-lam[-1]:.3f}")
er = sl.iterate(sl.generic_error(1e-6), 1.0, 40)
dip = np.array([sl.h * (sl.z - sl.L / 2) @ e for e in er])
assert np.all(dip[1:-1] * dip[2:] < 0)
assert norm(er[-1] - er[-3]) < 1e-6 * norm(sl.n0) and norm(er[-1]) > 0.5 * norm(sl.n0)
print("alpha = 1, first moment of error (1/bohr), steps 1-6:")
print("  " + ", ".join(f"{p:.3e}" for p in dip[1:7]))
print(f"two-cycle moments {dip[-2]:.4f}, {dip[-1]:.4f} 1/bohr; "
      f"centroid shift {abs(dip[-1])/sl.Ne:.3f} bohr")


# thickness at which lam_max = 2
def top(L, with_xc=True):
    t = Slab(L, 64)
    return t.spectrum(t.f if with_xc else t.fH)[0][-1]


LcH = brentq(lambda L: top(L, False) - 2, 4.0, 6.2, xtol=1e-6)
Lc = brentq(lambda L: top(L) - 2, 4.0, 6.2, xtol=1e-6)
print(f"--- lam_max = 2 at L = {LcH:.3f} bohr (Hartree), "
      f"{Lc:.3f} bohr = {Lc*bohr_A:.3f} A (LDA)")
for fac in (0.95, 1.05):
    t = Slab(fac * Lc, 64)
    er = t.iterate(t.generic_error(1e-6), 1.0, 40)
    growth = norm(er[-1]) / norm(er[0])
    assert growth < 0.1 if fac < 1 else growth > 10
    print(f"L = {fac*Lc:.3f} bohr, M = {t.M}: lam_max = {top(fac*Lc):.4f}, "
          f"undamped |e40|/|e0| = {growth:.3e}")

# lateral modes with local response; lengths in units of L, kernels divided by 8 pi
ng = 400
zz = (np.arange(ng) + 0.5) / ng
dist = np.abs(zz[:, None] - zz[None, :])
proj = np.eye(ng) - 1 / ng
planar = np.linalg.eigvalsh(proj @ (-dist / 2 / ng) @ proj)[-1]
assert abs(planar * pi**2 - 1) < 1e-4
lateral = lambda Q: np.linalg.eigvalsh(np.exp(-Q * dist) / (2 * Q * ng))[-1]
for Q in (0.5, 2.0, 5.0):
    kap = brentq(lambda q: q * np.tan(q / 2) - Q, 1e-9, pi - 1e-9)
    assert abs(lateral(Q) * (Q**2 + kap**2) - 1) < 1e-4
y = brentq(lambda y: np.cos(y) - 2 * y / pi, 0, pi / 2)
Qc = 2 * y * np.tan(y)
assert abs(lateral(Qc) / planar - 1) < 1e-4
assert lateral(0.95 * Qc) > planar > lateral(1.05 * Qc)
print(f"--- lateral boundary: y = {y:.4f}, Q L = {Qc:.4f}, period/L = {2*pi/Qc:.4f}")
print(f"largest lateral period for L = 20 bohr: {20*2*pi/Qc:.2f} bohr")
print("tests ok")
```

Output:

```
kF = 1.000 1/bohr, mu = 1.000 Ry, n_bulk = 0.03377 bohr^-3
rs = 1.9192 bohr, D = 0.05066 1/(Ry bohr^3)
kTF^2 = 1.27324 bohr^-2, kTF = 1.12838 1/bohr, sigma = 0.23370
f_xc(n_bulk) = -6.7143 Ry bohr^3, D f_x = -0.3183, D f_xc = -0.3401
--- L = 20 bohr (10.58 A), grid intervals 128
x = 6.3662, M = 6, s = 0.3483, S = 5.3483, c = 8.1057
(kTF L/pi)^2 = 51.602, cS = 43.352, Ne = 0.5976 bohr^-2
Hartree lam_max: lower 44.352, exact 44.662, upper 45.097
Hartree 2nd lam = 11.831; LDA shift 1st order -0.3623, rest 0.00004
LDA lam_max: exact 44.299, formula 44.012; lam_min = 0.9662
alpha_c: exact 0.045147, formula 0.045442, limit 0.038758
--- L = 40 bohr (21.17 A), grid intervals 192
x = 12.7324, M = 12, s = 0.7246, S = 11.7246, c = 16.2114
(kTF L/pi)^2 = 206.410, cS = 190.071, Ne = 1.2717 bohr^-2
Hartree lam_max: lower 191.071, exact 191.389, upper 191.691
Hartree 2nd lam = 48.514; LDA shift 1st order -0.3520, rest 0.00001
LDA lam_max: exact 191.037, formula 190.731; lam_min = 0.9663
alpha_c: exact 0.010469, formula 0.010486, limit 0.009689
--- L = 80 bohr (42.33 A), grid intervals 256
x = 25.4648, M = 25, s = 0.4599, S = 24.4599, c = 32.4228
(kTF L/pi)^2 = 825.639, cS = 793.058, Ne = 2.6228 bohr^-2
Hartree lam_max: lower 794.058, exact 794.385, upper 794.651
Hartree 2nd lam = 199.273; LDA shift 1st order -0.3461, rest 0.00000
LDA lam_max: exact 794.039, formula 793.718; lam_min = 0.9675
alpha_c: exact 0.002519, formula 0.002520, limit 0.002422
--- iterations of the nonlinear map, L = 20 bohr
finite-difference Jacobian: lam_max = 44.2994, lam_min = 0.9662
alpha = 1.02 alpha_c = 0.04605: step factor -1.0400, |e120|/|e0| = 94.09
alpha = 0.98 alpha_c = 0.04424: |e120|/|e0| = 0.0063
alpha_opt = 0.04418: rate formula 0.95731, iterated 0.95731, steps per decade 52.8
alpha = 1: first step factor -43.299, 1 - lam_max = -43.299
alpha = 1, first moment of error (1/bohr), steps 1-6:
  8.104e-05, -3.515e-03, 1.522e-01, -3.555e+00, 4.878e+00, -4.879e+00
two-cycle moments 4.8789, -4.8789 1/bohr; centroid shift 8.164 bohr
--- lam_max = 2 at L = 4.840 bohr (Hartree), 5.175 bohr = 2.738 A (LDA)
L = 4.916 bohr, M = 1: lam_max = 1.7715, undamped |e40|/|e0| = 2.432e-05
L = 5.434 bohr, M = 1: lam_max = 2.2593, undamped |e40|/|e0| = 7.752e+03
--- lateral boundary: y = 0.9340, Q L = 2.5259, period/L = 2.4875
largest lateral period for L = 20 bohr: 49.75 bohr
tests ok
```
